# How much zero-point motion expands the lattice constant of diamond

**Question.** A first-principles calculation often finds a crystal's lattice constant by minimizing the energy of motionless nuclei. Real nuclei move even at absolute zero. For diamond, take a zero-point energy of 0.18 eV per atom, an average Grüneisen parameter of one, a bulk modulus of 443 GPa and an atomic volume of 5.67 Å³. By how much does zero-point motion enlarge the lattice constant, and how does the effect scale with atomic mass and bond stiffness?

**Answer.** The expansion is about 0.4 percent, or 0.014 Å. It varies as the inverse square root of the atomic mass and, for a fixed crystal geometry and Grüneisen parameter, as the inverse square root of the bond stiffness. The estimate comes from balancing two pressures: the outward pressure of the zero-point vibrations and the inward pull of the stretched lattice.

## The zero-point pressure

Two equilibrium states are compared, both at zero temperature and zero external pressure. In the first the nuclei are fixed at their lattice sites. In the second they are in their vibrational ground state. The difference is therefore not a thermal expansion.

I use the quasi-harmonic approximation: at each volume the vibrations are independent harmonic oscillators, but their frequencies depend on the volume. With \(V\) the volume per atom, the energy per atom is

\[
E_{\rm tot}(V)=E_{\rm s}(V)+E(V),\qquad
E(V)=\sum_i \tfrac12\hbar\omega_i(V).
\]

Here \(E_{\rm s}\) is the static-lattice energy, and the sum over modes is normalized to one atom, so that it contains three modes. The mean phonon energy in diamond is then \(2E/3=0.120\) eV.

The response of a mode to volume is described by its Grüneisen parameter,

\[
\gamma_i=-\frac{d\ln\omega_i}{d\ln V}
=-\frac{V}{\omega_i}\frac{d\omega_i}{dV}.
\]

A positive value means that the mode softens when the crystal expands. Solving for the derivative gives \(d\omega_i/dV=-\gamma_i\omega_i/V\), and hence

\[
-\frac{dE}{dV}
=\frac1V\sum_i\gamma_i\,\tfrac12\hbar\omega_i
=\frac{\gamma E}{V},\qquad
\gamma=\frac{\sum_i\gamma_i\omega_i}{\sum_i\omega_i}.
\]

Minus the volume derivative of an energy is a pressure. The zero-point pressure is thus \(P=\gamma E/V\), directed outward when \(\gamma>0\). The derivation also fixes the meaning of "average": each mode counts in proportion to its zero-point energy.

## From pressure to lattice constant

At the new equilibrium the total pressure vanishes. The static lattice, stretched beyond its own minimum, must supply a pressure \(-P\). For a small volume change \(\Delta V\), the definition of the bulk modulus, \(B=-V\,dP_{\rm s}/dV\), gives the static pressure \(P_{\rm s}=-B\,\Delta V/V\). The balance \(P_{\rm s}+P=0\) becomes

\[
\frac{\Delta V}{V}=\frac{P}{B}=\frac{\gamma E}{BV}.
\]

Diamond is cubic, so \(V\propto a^3\) and \(\Delta V/V=3\,\Delta a/a\) to first order. Therefore

\[
\boxed{\frac{\Delta a}{a}=\frac{\gamma E}{3BV}}
\]

The product \(BV\) is an energy per atom that measures resistance to a volume change. The formula compares the zero-point energy with that elastic energy.

## The numbers for diamond

The pressure is first found in the units of the input:

\[
P=\frac{1.0\times0.18\ \text{eV}}{5.67\ \text{Å}^3}
=0.03175\ \text{eV/Å}^3.
\]

Since 1 eV/Å³ is 160.218 GPa, this is 5.09 GPa. Dividing by the bulk modulus,

\[
\frac{\Delta V}{V}=\frac{5.086}{443}=0.01148,
\qquad
\frac{\Delta a}{a}=\frac{0.01148}{3}=0.00383.
\]

The volume grows by 1.15 percent and the lattice constant by 0.38 percent, which rounds to 0.4 percent.

The conventional cubic cell of diamond contains eight atoms, so

\[
a=(8\times5.67\ \text{Å}^3)^{1/3}=3.566\ \text{Å},
\]

and the length change is \(0.00383\times3.566\ \text{Å}=0.014\) Å.

The pressure of 5.1 GPa has a direct reading. To first order, it is the external pressure that would have to be applied to the real crystal to return it to the static-lattice volume.

The result is proportional to \(\gamma\), the least certain of the four inputs. With the other three held fixed, a value ten percent lower gives 0.34 percent and one ten percent higher gives 0.42 percent. One significant figure is a fair statement of the estimate.

## Why the crystal expands: one anharmonic bond

For motion along its own direction, a purely harmonic bond has a frequency that does not change when it is stretched. Expansion driven by this motion needs anharmonicity, and a single particle of mass \(M\) shows how it enters. Let its potential energy be

\[
U(x)=\tfrac12Kx^2-gx^3,\qquad g>0,
\]

where the cubic term is a small correction near \(x=0\) and makes the outward side of the well softer. In the ground state near \(x=0\), treated by perturbation theory in \(g\), the mean force is zero. The force is \(-Kx+3gx^2\), so

\[
\langle x\rangle=\frac{3g}{K}\langle x^2\rangle.
\]

To leading order, \(\langle x^2\rangle\) may be taken from the harmonic oscillator. Half of its ground-state energy \(E_1\) is potential energy, so \(K\langle x^2\rangle/2=E_1/2\) and \(\langle x^2\rangle=E_1/K\). The mean displacement is \(3gE_1/K^2\).

The pressure argument gives the same answer. At a displaced centre \(x_0\) the local stiffness is \(U''(x_0)=K-6gx_0\). Because \(E_1\propto\sqrt{U''}\), the outward force at \(x_0=0\) is

\[
-\frac{dE_1}{dx_0}=-\frac{E_1}{2K}(-6g)=\frac{3gE_1}{K}.
\]

Dividing this force by the stiffness \(K\) again gives \(3gE_1/K^2\). The softening of the frequency and the lopsided spread of the particle are two descriptions of one effect.

The sign is not universal. In a crystal, the tension in a stretched bond also stiffens the vibrations perpendicular to it, which favours contraction. If the energy-weighted \(\gamma\) of a crystal is negative, the same formula predicts a zero-point contraction.

## Scaling with mass and stiffness

Consider crystals of the same structure, and let all force constants be proportional to one stiffness \(K\). Every frequency then scales as \(\sqrt{K/M}\), so

\[
E\propto\hbar\sqrt{K/M}.
\]

For the denominator, use \(V\propto a^3\), which gives \(d/dV=(a/3V)\,d/da\). At the static minimum the first derivative of the energy vanishes, and therefore

\[
BV=V^2\frac{d^2E_{\rm s}}{dV^2}
=\frac{a^2}{9}\frac{d^2E_{\rm s}}{da^2}\propto Ka^2.
\]

Combining the two results,

\[
\frac{\Delta a}{a}\propto
\gamma\,\frac{\hbar\sqrt{K/M}}{Ka^2}
=\frac{\gamma\hbar}{a^2\sqrt{KM}}.
\]

At fixed \(K\), \(a\) and \(\gamma\), an atom four times heavier halves the expansion. At fixed \(M\), \(a\) and \(\gamma\), a fourfold stiffness also halves it. Stiff bonds raise the zero-point energy, but they raise the elastic resistance faster. Within this scaling, the stiffness of diamond reduces its expansion, while the small mass of carbon and the short lattice constant increase it.

The combination \(\hbar/\sqrt{KM}\) is, up to a number, the mean square zero-point displacement of an atom. The strain thus scales as \(\gamma\langle u^2\rangle/a^2\), where \(u\) is that displacement. In the limit \(M\to\infty\) it vanishes and the static lattice is recovered.

## Which average of the Grüneisen parameters?

The weighting can be examined in a crystal simple enough to minimize directly. Take a face-centred cubic lattice whose nearest neighbours interact through the Morse potential

\[
\phi(r)=\left[1-e^{-3(r-1)}\right]^2-1.
\]

The units are the bond depth, the static bond length and the atomic mass. This is a test of the formula, not a model of diamond. The phonon frequencies follow from diagonalizing the dynamical matrix on a mesh of 216 wavevectors, and \(\hbar\) is treated as an adjustable small number.

Minimizing static plus zero-point energy at \(\hbar=0.002\) and \(0.004\), and extrapolating the ratio of strain to \(\hbar\) linearly to zero, gives a slope of 0.3824. The formula with the energy-weighted average, \(\gamma=1.122\), also gives 0.3824. The plain average over modes, \(\gamma=1.068\), gives 0.3642, which is 4.8 percent below the direct result.

The direction of the difference follows from the definition. With angle brackets now denoting a plain average over modes,

\[
\gamma=\frac{\langle\gamma_i\omega_i\rangle}{\langle\omega_i\rangle}
=\langle\gamma_i\rangle+
\frac{\langle\gamma_i\omega_i\rangle-\langle\gamma_i\rangle\langle\omega_i\rangle}{\langle\omega_i\rangle}.
\]

The last numerator is the covariance of \(\gamma_i\) and \(\omega_i\). It is positive in this test crystal: higher-frequency modes tend to have larger Grüneisen parameters. Another crystal may have a different covariance, so the 4.8 percent should not be carried over to diamond.

## Is first order enough?

The small parameter is \(p=P/B=0.01148\). To find the next term, suppose first that the inputs \(B\), \(V\) and \(E\) refer to the static minimum, and let \(x=\Delta V/V\). Let \(B'\) be the pressure derivative of the static bulk modulus. Near the minimum the modulus is \(B+B'P_{\rm s}\approx B(1-B'x)\), so

\[
\frac{dP_{\rm s}}{dx}=-\frac{B(1-B'x)}{1+x}
\approx-B\left[1-(B'+1)x\right].
\]

Integrating from \(x=0\), where the static pressure is zero,

\[
P_{\rm s}=-B\left[x-\frac{B'+1}{2}x^2\right].
\]

If \(\gamma\) is constant, \(E\propto V^{-\gamma}\), and the zero-point pressure falls on expansion as \(V^{-\gamma-1}\). To first order in \(x\) it is \(Bp[1-(\gamma+1)x]\). The balance of pressures is

\[
x-\frac{B'+1}{2}x^2=p\left[1-(\gamma+1)x\right].
\]

Insert \(x=p+cp^2\) and collect the terms in \(p^2\):

\[
c=\frac{B'+1}{2}-(\gamma+1).
\]

Finally, \((1+x)^{1/3}-1\approx x/3-x^2/9\), which gives

\[
\frac{\Delta a}{a}=\frac p3+p^2\left[\frac{B'+1}{6}-\frac{\gamma+1}{3}-\frac19\right].
\]

The first term in the bracket comes from the softening of the stretched lattice, the second from the fall of the zero-point pressure, and the third from the cube root. With \(\gamma=1\) and the rough typical value \(B'=4\), the bracket is \(5/6-2/3-1/9=1/18\). The correction is

\[
\frac{(0.01148)^2}{18}=7.3\times10^{-6},
\]

or 0.0007 percent of the lattice constant. It is this small partly because the three terms nearly cancel. Numerical minimization with a Birch–Murnaghan static energy and constant \(\gamma\) gives a total expansion of 0.383 percent, unchanged at the precision used here.

This figure depends on \(\gamma\) being constant. If it varies with volume, with \(q=d\ln\gamma/d\ln V\), the zero-point pressure becomes \(Bp[1-(\gamma+1-q)x]\) and the bracket gains a term \(q/3\). For \(q=1\) this adds \(4.4\times10^{-5}\), six times the correction above, and the expansion becomes 0.388 percent. The third digit is therefore not fixed by the inputs, while the rounded 0.4 percent is.

## If the inputs are measured values

A measured volume and bulk modulus already contain the zero-point motion. The static minimum must then be found by working backward from the real crystal.

With \(\gamma\) again taken as constant, the zero-point pressure varies as \(V^{-\gamma-1}\), so it contributes \(-V\,dP/dV=(\gamma+1)P\) to the total bulk modulus. The static part at the measured volume is

\[
B_{\rm s}=B-(\gamma+1)P=443-2\times5.086=432.8\ \text{GPa}.
\]

At that volume the static lattice is under the negative pressure \(-P\). Assume that its modulus varies linearly with pressure, as in the Murnaghan equation of state. The modulus \(B_0\) at the static minimum is then

\[
B_0=B_{\rm s}+B'P=432.8+4\times5.086\approx453.2\ \text{GPa}.
\]

The static volume \(V_0\) follows from \(-V\,dP_{\rm s}/dV=B_0+B'P_{\rm s}\). Separating the variables and integrating from zero pressure to \(-P\),

\[
\frac1{B'}\ln\left(1-\frac{B'P}{B_0}\right)=-\ln\frac{V}{V_0},
\qquad
\frac{V}{V_0}=\left(1-\frac{B'P}{B_0}\right)^{-1/B'}.
\]

The cube root of this ratio gives an expansion of 0.383 percent and a static lattice constant of 3.553 Å.

The agreement between the two readings has a simple origin. Expanding the last formula to second order, with \(B_0=B+(B'-\gamma-1)P\), gives

\[
\ln\frac{V}{V_0}
\approx\frac{P}{B_0}+\frac{B'P^2}{2B_0^2}
\approx p+p^2\left(\gamma+1-\frac{B'}2\right).
\]

For static inputs, \(\ln(1+x)\approx x-x^2/2\) gives instead \(p+p^2(B'/2-\gamma-1)\). The corrections are equal and opposite, and both vanish when \(B'=2(\gamma+1)\), as they do for \(\gamma=1\) and \(B'=4\). Otherwise the readings differ at order \(p^2\). A volume-dependent \(\gamma\) replaces \(\gamma+1\) by \(\gamma+1-q\) in these formulas. For \(q=1\) the measured-input reading gives \(B_0\approx458\) GPa and 0.379 percent, against 0.388 percent for static inputs, while the static lattice constant stays at 3.553 Å.

## Adding temperature

At a finite temperature \(T\), each mode also has a thermal energy. If the same average \(\gamma\) applies to it, the added expansion follows from the same formula, with \(E\) replaced by the thermal energy per atom \(E_T\). This energy depends on the shape of the phonon spectrum, so two simple spectra are compared, both with the given zero-point energy.

The Debye spectrum has \(g(\omega)=9\omega^2/\omega_D^3\) modes per atom and unit frequency, up to a cutoff \(\omega_D\). Its zero-point energy is

\[
E=\int_0^{\omega_D}\frac{9\omega^2}{\omega_D^3}\,\frac{\hbar\omega}{2}\,d\omega
=\frac98\hbar\omega_D.
\]

Setting this to 0.18 eV gives a Debye temperature \(\hbar\omega_D/k_B=1857\) K. Numerical integration of the mode energies \(\hbar\omega/(e^{\hbar\omega/k_BT}-1)\) then gives \(E_T=0.0056\) eV per atom at 300 K. The Einstein spectrum puts all three modes at 0.120 eV and gives 0.0035 eV per atom. The added expansions are

\[
0.383\%\times\frac{0.0056}{0.18}\approx0.012\%,
\qquad
0.383\%\times\frac{0.0035}{0.18}\approx0.007\%.
\]

At room temperature, zero-point motion therefore accounts for most of the vibrational expansion in both models. The two values are not strict bounds. Thermal energy favours low-frequency modes, whose average \(\gamma\) may differ from the zero-point average.

The opposite limit is also instructive. The total energy of one mode is \((\hbar\omega/2)\coth(\hbar\omega/2k_BT)\). For small \(y\), \(\coth y\approx1/y+y/3\), so at high temperature

\[
\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT}
\approx k_BT+\frac{(\hbar\omega)^2}{12k_BT}.
\]

The leading term is classical and contains no separate zero-point part. When \(k_BT\) is well above the phonon energies, classical nuclei give nearly the right vibrational pressure, and adding the full zero-point expansion to a classical result would count it twice.

## What this means for a calculated lattice constant

The volume and bulk modulus used here are close to those of real diamond. The zero-point energy and the average Grüneisen parameter are rough typical values. A static calculation should be compared with about 3.55 Å, not with 3.57 Å. A density functional whose static minimum falls at the measured lattice constant will overshoot it by about 0.4 percent once zero-point motion is included. That shift matters when functionals are ranked by errors in the lattice constant of a similar size. A diamond part at room temperature breaks the zero-temperature assumption, but in the two spectra above this moves the expansion by only about 0.01 percentage points.

The estimate requires a small \(P/B\), stable modes and frequencies that describe the vibrations well at each volume. It fails for a crystal whose harmonic frequencies become imaginary, or whose atoms explore strongly anharmonic parts of the potential. Phonon–phonon corrections beyond the quasi-harmonic approximation are not included, and their size has not been estimated here. In a non-cubic crystal one volume strain is not enough, because the zero-point stress can change the axes by different fractions.
